# Space-charge saturation at a floating electron-emitting wall

A plane wall that draws no net current faces a collisionless plasma and emits electrons. Emission makes the wall less negative, and the emitted electrons add negative charge just in front of it. This problem finds how much emission can cross the sheath before that charge removes the electric field at the wall.

The potential $\phi$ is zero at the sheath edge and falls toward the wall. Temperatures are in energy units. Let

$$\eta=-\frac{e\phi}{T_e},\qquad h=\eta_{\rm wall},\qquad \mu=\frac mM,\qquad \varepsilon=\frac{Mu_0^2}{2T_e},$$

where $m$ and $M$ are the electron and ion masses and $u_0$ is the speed of the ions at the sheath edge. The particle fluxes $\Gamma_i$ (ions), $\Gamma_p$ (primary electrons reaching the wall) and $\Gamma_s$ (emitted electrons entering the plasma) are positive magnitudes, and $\gamma=\Gamma_s/\Gamma_p$.

The model has singly charged, cold ions, no collisions or ionization in the sheath, and primary electrons with a Boltzmann density. Emitted electrons start with negligible energy and do not return from the plasma.

## (a) Find the three densities in a monotone sheath.

**Solution.** Divide all densities by the ion density $n_0$ at the sheath edge. An ion gains energy $T_e\eta$, so its speed is $u_0\sqrt{1+\eta/\varepsilon}$. Its flux is constant, hence

$$N_i=\left(1+\frac{\eta}{\varepsilon}\right)^{-1/2}.$$

Let $s$ be the emitted fraction of the electron density at the edge. The edge is quasineutral, so the primary fraction is $1-s$, and

$$N_p=(1-s)e^{-\eta}.$$

An emitted electron starts from rest at $\eta=h$. At $\eta$ it has speed $\sqrt{2T_e(h-\eta)/m}$. Constant flux makes its density inversely proportional to this speed, and the value at $\eta=0$ is $s$:

$$N_s=s\left(1-\frac{\eta}{h}\right)^{-1/2}.$$

This density diverges at the wall because the launch speed was set to zero. The divergence is integrable, so the charge per unit area stays finite.

## (b) Use zero net current to relate $\gamma$, $s$, $h$ and $\varepsilon$.

**Solution.** At the wall the primary density is $n_0(1-s)e^{-h}$. The one-way flux of a Maxwellian of density $n$ is

$$n\sqrt{\frac{m}{2\pi T_e}}\int_0^\infty v\,e^{-mv^2/2T_e}dv=n\sqrt{\frac{T_e}{2\pi m}},$$

so

$$\Gamma_p=n_0(1-s)e^{-h}\sqrt{\frac{T_e}{2\pi m}}.$$

Ions and emitted electrons both carry positive current to the wall, and primaries carry negative current. Zero net current therefore means $\Gamma_p-\Gamma_s=\Gamma_i$, or $(1-\gamma)\Gamma_p=\Gamma_i$. With $\Gamma_i=n_0u_0=n_0\sqrt{2\varepsilon T_e/M}$, multiplication by $\sqrt{2\pi m/T_e}/n_0$ gives

$$(1-\gamma)(1-s)e^{-h}=\sqrt{4\pi\varepsilon\mu}. \tag{1}$$

The emitted flux at the edge is $\Gamma_s=n_0s\sqrt{2T_eh/m}$. Setting this equal to $\gamma\Gamma_p$ and cancelling $n_0\sqrt{T_e/m}$,

$$s\sqrt{2h}=\frac{\gamma(1-s)e^{-h}}{\sqrt{2\pi}}
\quad\Longrightarrow\quad
\frac{s}{1-s}=\frac{\gamma e^{-h}}{\sqrt{4\pi h}}. \tag{2}$$

Neither the ion mass nor $\varepsilon$ appears in (2): both sides describe electrons alone.

## (c) What ion energy is needed at the sheath edge?

**Solution.** Let $x$ be distance toward the wall in units of $\lambda=\sqrt{\epsilon_0T_e/(e^2n_0)}$, with $\epsilon_0$ the vacuum permittivity. Since $\eta$ is minus the scaled potential, Poisson's equation reads

$$\eta''=\rho(\eta)=N_i-N_p-N_s. \tag{3}$$

At the edge $\rho(0)=1-(1-s)-s=0$. The expansion of the densities to second order is

$$\rho=\left[1-s-\frac{s}{2h}-\frac1{2\varepsilon}\right]\eta+\frac{\kappa}{2}\eta^2+\cdots,$$

$$\kappa=\frac{3}{4\varepsilon^2}-(1-s)-\frac{3s}{4h^2}.$$

If the linear coefficient is negative, $\eta$ oscillates instead of growing away from the edge. A monotone sheath thus needs

$$\frac1{2\varepsilon}\le1-s\left(1+\frac1{2h}\right).$$

This is the Bohm condition with emission. We assume that the presheath delivers ions at the marginal energy,

$$\varepsilon=\frac{1}{2\left[1-s\left(1+1/(2h)\right)\right]}. \tag{4}$$

Without emission $\varepsilon=1/2$. Emission raises it for two reasons: fewer edge electrons respond as a Boltzmann gas, and the emitted density increases toward the wall. With equality the linear term vanishes, and the sheath can start only if $\kappa>0$.

## (d) Find the wall field, and show that its square decides whether the sheath exists.

**Solution.** Multiply (3) by $\eta'$ and integrate from the edge, where the field is negligible on the sheath scale. With $W=\eta'^2/2$, this gives $W(\eta)=\int_0^\eta\rho\,d\eta_1$. The three integrals are

$$\int_0^\eta N_i\,d\eta_1=2\varepsilon\left(\sqrt{1+\eta/\varepsilon}-1\right),\qquad
\int_0^\eta N_p\,d\eta_1=(1-s)(1-e^{-\eta}),$$

$$\int_0^\eta N_s\,d\eta_1=2sh\left(1-\sqrt{1-\eta/h}\right).$$

Therefore

$$W(\eta)=2\varepsilon\left(\sqrt{1+\frac\eta\varepsilon}-1\right)-(1-s)(1-e^{-\eta})-2sh\left(1-\sqrt{1-\frac\eta h}\right). \tag{5}$$

A real field needs $W\ge0$ everywhere, not just at the wall. The wall value suffices if $\rho$ is first positive and then negative, because $W$ then rises from zero and afterwards falls to $W(h)$. If $W(h)\ge0$, $W$ is therefore positive everywhere between the edge and the wall.

To establish this sign pattern, put $D=N_i-N_p$. The condition $\rho>0$ is the same as $R>s$, where $R=D\sqrt{1-\eta/h}$. Here $R(0)=s$ and $R(h)=0$. The sign of $R'$ is that of

$$Q=2(h-\eta)D'-D,\qquad Q'=2(h-\eta)D''-3D'.$$

By (4), $D'(0)=s/(2h)$, so $Q(0)=0$; also $Q'(0)=2h\kappa$. We take $s>0$ and the range $h\ge1$, $0.5\le\varepsilon\le0.58$, which contains the heavy-ion critical state of part (e) and all larger drops, because $s$ and $\varepsilon$ decrease as $h$ grows. There $\kappa>0$, since $3/(4\varepsilon^2)>2$ while $(1-s)+3s/(4h^2)<1$.

The derivatives of $D$ are

$$D'=N_p-\frac{N_i}{2(\varepsilon+\eta)},\quad
D''=\frac{3N_i}{4(\varepsilon+\eta)^2}-N_p,\quad
D'''=N_p-\frac{15N_i}{8(\varepsilon+\eta)^3}.$$

The ratio of the two terms in $D'$ is proportional to $e^{-\eta}(\varepsilon+\eta)^{3/2}$, which has one maximum. So $D'$, positive at the edge, changes sign once; $D$ rises, then decays to zero from above, and is positive.

Likewise $D''$ starts positive. It turns negative before $\varepsilon+\eta=5/2$, where $e^{-\eta}(\varepsilon+\eta)^{5/2}$ peaks. In that first interval $N_p<3N_i/[4(\varepsilon+\eta)^2]$, which makes $D'''<0$. Hence $Q''=2(h-\eta)D'''-5D''<0$, and $Q'$ can change sign at most once there, from positive to negative.

Afterwards $D''<0$ for as long as $D'>0$: if $D''$ becomes positive again, $D'$ is then rising to its limit zero and must be negative. Thus $Q'<0$ until $D'$ vanishes, and beyond that point $Q<0$ directly. So $R$ rises from $s$ and then falls to zero, crossing $s$ once, and $\rho$ has the stated signs. The sheath exists when $W(h)\ge0$.

## (e) Find the critical emission coefficient for heavy ions.

**Solution.** The wall field vanishes when (5) gives $W(h)=0$:

$$2\varepsilon\left(\sqrt{1+\frac h\varepsilon}-1\right)=(1-s)(1-e^{-h})+2sh. \tag{6}$$

For $\mu\to0$ at fixed $h$, equation (1) forces $\gamma\to1$. We can then set $\gamma=1$ in (2), which gives $s(h)$; (4) gives $\varepsilon(h)$, and (6) becomes one equation for $h$. Its root, found by numerical bracketing, is

$$h_c=1.0253,\qquad s_c=0.0909,\qquad \varepsilon_c=0.5781.$$

Solving (1) for the small difference $1-\gamma$ gives

$$1-\gamma=K(h)\sqrt\mu,\qquad K(h)=\frac{\sqrt{4\pi\varepsilon}\,e^h}{1-s}. \tag{7}$$

At the root,

$$K_c=\frac{\sqrt{4\pi(0.5781)}\,e^{1.0253}}{1-0.0909}
=\frac{(2.695)(2.788)}{0.909}=8.27.$$

The replacement $\gamma=1$ in (2) has a relative error of order $\sqrt\mu$, so it changes $K$ by that order and $\gamma_c$ by order $\mu$. Hence

$$\boxed{\gamma_c=1-8.27\sqrt{\frac mM}+O\!\left(\frac mM\right)}$$

This is the Hobbs–Wesson coefficient, $8.3$ to two digits. The small factor $\sqrt{m/M}$ has a direct meaning. At a drop of order $T_e/e$, the electron flux exceeds the ion flux by a factor of order $\sqrt{M/m}$, so emission must cancel nearly all the primary current.

The emitted electrons form only 9% of the edge density, yet they can cancel the wall field because their density rises steeply near the wall. Put $\delta=h-\eta$. At criticality the leading term of (5) near the wall is $W\simeq2s\sqrt{h\delta}$, so with $d$ the scaled distance from the wall,

$$\frac{d\delta}{dd}=2\sqrt s\,h^{1/4}\delta^{1/4}
\quad\Longrightarrow\quad
s\sqrt h=\frac49\frac{\delta^{3/2}}{d^2}.$$

The left side is the scaled emitted flux. This is the Child–Langmuir law for space-charge-limited flow, recovered locally at the wall.

## (f) Why can the transmitted coefficient not exceed $\gamma_c$ while the sheath draws ions to the wall?

**Solution.** Numerical evaluation with $\gamma=1$ in (2), over the drops up to $h=12$ for which (4) gives a positive $\varepsilon$, shows $W(h)<0$ below $h_c$ and $W(h)>0$ above it. For $h>h_c$ it also shows $K(h)$ increasing. By (7), a value $\gamma>\gamma_c$ needs $K<K_c$, hence $h<h_c$, where no monotone sheath exists for ions entering at the marginal energy (4).

Current balance alone would miss this limit. Below $h_c$, $K(h)$ falls as low as about $6.54$, so (1), (2) and (4) still have solutions for $K$ between that value and $8.27$. Their squared wall field is negative.

In the opposite limit, $\gamma=0$, we have $s=0$ and $\varepsilon=1/2$. Equation (1) becomes $e^{-h}=\sqrt{2\pi\mu}$, and

$$h=\frac12\ln\frac{M}{2\pi m},\qquad W(h)=\sqrt{1+2h}-2+e^{-h}.$$

For heavy ions this is a strong positive-charge sheath.

Suppose now that the wall emits more than the sheath can transmit. Give the emission a small temperature $T_w$. If the sheath still accelerates ions toward the wall, the excess is turned back by a potential minimum in front of the wall, called a virtual cathode. For a barrier energy $b$ between wall and minimum, the transmitted fraction of a Maxwellian flux is

$$\frac{\int_{\sqrt{2b/m}}^\infty v e^{-mv^2/2T_w}dv}{\int_0^\infty v e^{-mv^2/2T_w}dv}=e^{-b/T_w}. \tag{8}$$

Thus $b=T_w\ln(\Gamma_{\rm offered}/\Gamma_s)$. Primaries that pass the minimum are accelerated to the wall, so the minimum sets $\Gamma_p$. The field is zero there, and slow emitted electrons start from it. The plasma side therefore obeys the critical equations, with $h$ measured to the minimum. As $T_w\to0$ at a fixed flux ratio, $b\to0$ and the transmitted coefficient tends to $\gamma_c$. The excess returns to the wall and does not alter the net current.

A strongly emitting wall may instead become positive with respect to the plasma and repel the ions. Then $\Gamma_i=0$, and zero net current gives $\gamma=1$. The limit $\gamma_c$ does not apply to that state, which lies outside the present model.

## (g) How much does the coefficient depend on the electron distributions?

**Solution.** The Boltzmann density includes returning electrons that the wall has in fact absorbed. For an otherwise Maxwellian population, electrons moving away from the wall at $\eta$ faster than $\sqrt{2T_e(h-\eta)/m}$ are missing. Integration over the remaining velocities replaces $e^{-\eta}$ by

$$\frac{e^{-\eta}}2\left[1+\operatorname{erf}\sqrt{h-\eta}\right].$$

The wall flux of the full Maxwellian is unchanged, because it consists of electrons moving toward the wall. Repeating the edge, field and current conditions with this density, using numerical quadrature and root finding, gives $h_c=0.914$ and $K_c=6.65$. The Boltzmann value is 24% larger than this. The correction is large because a drop of about $T_e/e$ lets many primaries escape; in a deep sheath the missing tail would be small.

Finite emission temperature also matters. For a half-Maxwellian emitted flux, the mean launch speed weighted by flux is

$$\langle v\rangle=\frac{m}{T_w}\int_0^\infty v^2e^{-mv^2/2T_w}dv=\sqrt{\frac{\pi T_w}{2m}}.$$

The integral of emitted density over potential energy equals the gain in momentum flux, $m\Gamma_s$ times the increase in mean speed. A nonzero launch speed reduces this gain at order $\sqrt{T_w/T_e}$, so $K$ changes at that order. With Boltzmann primaries and $T_w/T_e=0.01$, the same numerical procedure gives $h_c=0.952$ and $K_c=7.83$, about 5% below the cold-emission result. The number $8.27$ thus belongs to the stated model; it is not a universal wall constant.

## (h) Apply the result to a mercury plasma.

Take Hg$^+$ ions, $T_e=5$ eV and $n_0=10^{17}\ {\rm m^{-3}}$. The emission mechanism is left open. Find the wall drop and field as $\gamma$ increases, and the saturated emission current.

**Solution.** An atomic mass of $200.59$ u, less one electron mass, gives $\sqrt\mu=1.6537\times10^{-3}$. The Debye length is $\lambda=52.6\ \mu{\rm m}$. For each $\gamma$ below critical, (1), (2) and (4) are solved numerically on the branch $h>h_c$. The field is $(T_e/e\lambda)\sqrt{2W(h)}$.

| $\gamma$ | Wall drop (V) | Wall field (kV/m) |
|---:|---:|---:|
| 0 | 27.4 | 163 |
| 0.50 | 24.0 | 151 |
| 0.90 | 15.9 | 114 |
| 0.9864 | 5.10 | 0 |

The last row solves (6) with the actual $\gamma$ retained in (2). The leading formula gives

$$\gamma_c\simeq1-8.265(1.6537\times10^{-3})=0.98633,$$

against $0.98642$ from the finite-mass equations. The latter correspond to $(1-\gamma_c)/\sqrt\mu=8.21$, so the finite-mass correction to $K$ is below 1%, much smaller than the changes found in (g).

Half emission lowers the drop by only $3.5$ V, because (1) makes $h$ depend mainly on $\ln(1-\gamma)$. The large changes come when $1-\gamma$ becomes small.

At criticality the ions enter with $2.89$ eV, or $1667$ m/s, so

$$J_i=en_0u_0=26.7\ {\rm A/m^2}.$$

Since $\Gamma_s=\gamma\Gamma_p$ and $\Gamma_i=(1-\gamma)\Gamma_p$, the saturated emission current density is

$$J_s=\frac{\gamma_c}{1-\gamma_c}J_i
=\frac{0.98642}{0.01358}(26.7)\simeq1.94\times10^3\ {\rm A/m^2}.$$

This is about 73 times the ion current density, for cold emission at fixed edge density and temperature. A plasma whose edge conditions respond to the emission would need a separate particle and energy balance.

Finally, to illustrate the barrier for cold emission, let $T_w=0.05$ eV and let the wall offer twice the transmitted flux. Equation (8) gives a barrier of $0.05\ln2=0.035$ eV, so the virtual cathode lies $0.035$ V below the wall. Its charge has the sign needed to form a minimum. The emitted density there is $\Gamma_s\sqrt{\pi m/(2T_w)}$, which in the heavy-ion calculation for $T_w/T_e=0.01$ is $1.74$ times the edge ion density. The accelerated ions are less dense than at the edge, so the net charge is negative. A barrier much smaller than the main sheath drop is enough to return half the emission.

This $T_w$ corresponds to only 580 K, too cold for ordinary thermionic emission of the required flux. Twice the cold-emission $J_s$ is $3.9\times10^3\ {\rm A/m^2}$; the warm-emission change of $K$ described in (g) raises the requirement to about $4.1\times10^3\ {\rm A/m^2}$. By Richardson's law, with the constant $1.2\times10^6\ {\rm A\,m^{-2}\,K^{-2}}$, work functions of 2 to 4.5 eV need $T_w$ of about 0.10 to 0.21 eV. The barrier $T_w\ln2$ is then 0.07 to 0.15 eV, still small compared with the sheath drop. At these emission temperatures the finite-mass $K$ falls to about 7.6 to 7.4, the critical drop to about 4.6 to 4.3 V, and the saturated current rises to about $2.1\times10^3$ to $2.2\times10^3\ {\rm A/m^2}$, so the cold-emission values above are accurate only to 10–15% for a thermionic wall.
